# Does a compact basis hold the pi-to-3s state of ethylene?: a numerical check

```python
"""Result under test: in ethylene, configuration-interaction singles (CIS) in a
compact valence basis has no pi->3s Rydberg state; its lowest 1B3u root lies far
too high, and diffuse functions cure this by widening the virtual space.
Symbols: i,j occupied and a,b virtual orbitals; X CIS amplitudes (sum X^2 = 1);
omega excitation energy; f oscillator strength; r2 = <r^2> of excited electron.
Axes: C=C along z, molecular plane yz, pi orbital odd in x (b3u).
1B3u = pi->3s, 1B1u = pi->pi*. Internal units are atomic units."""
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, ao2mo, cc, fci, mcscf, tdscf, lib
from pyscf.cc import eom_rccsd

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HC = const.h * const.c / const.e * 1e9          # eV nm
R_CC, R_CH, ANGLE = 1.33, 1.08, 117.0           # angstrom, angstrom, degree
LABELS = {(1, 1, 1): "Ag", (-1, -1, 1): "B1g", (-1, 1, -1): "B2g",
          (1, -1, -1): "B3g", (-1, -1, -1): "Au", (1, 1, -1): "B1u",
          (1, -1, 1): "B2u", (-1, 1, 1): "B3u"}


def run_hf(basis, r_cc=R_CC):
    half = np.radians(ANGLE / 2)
    y, z = R_CH * np.sin(half), r_cc / 2 + R_CH * np.cos(half)
    atoms = [["C", (0, 0, s * r_cc / 2)] for s in (1, -1)]
    atoms += [["H", (0, t * y, s * z)] for s in (1, -1) for t in (1, -1)]
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def split(mf):
    n_occ = mf.mol.nelectron // 2
    return mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]


def cis_matrix(mf, c_occ, c_vir):
    no, nv = c_occ.shape[1], c_vir.shape[1]
    fock = mf.get_fock()
    f_occ, f_vir = c_occ.T @ fock @ c_occ, c_vir.T @ fock @ c_vir
    ovov = ao2mo.general(mf._eri, (c_occ, c_vir, c_occ, c_vir),
                         compact=False).reshape(no, nv, no, nv)
    oovv = ao2mo.general(mf._eri, (c_occ, c_occ, c_vir, c_vir),
                         compact=False).reshape(no, no, nv, nv)
    return (np.einsum("ij,ab->iajb", np.eye(no), f_vir)
            - np.einsum("ij,ab->iajb", f_occ, np.eye(nv))
            + 2 * ovov - oovv.transpose(0, 2, 1, 3))


def parities(mol, coeff):
    """Sign of each orbital under x->-x, y->-y, z->-z, read from its values."""
    points = np.random.default_rng(1).uniform(-3, 3, (200, 3))
    phi = mol.eval_gto("GTOval_sph", points) @ coeff
    result = []
    for axis in range(3):
        mirrored = points.copy()
        mirrored[:, axis] *= -1
        phi_m = mol.eval_gto("GTOval_sph", mirrored) @ coeff
        result.append((phi * phi_m).sum(0) / (phi**2).sum(0))
    result = np.array(result).T
    assert np.allclose(np.abs(result), 1, atol=1e-3)
    return np.rint(result).astype(int)


def spectrum(mf, c_occ, c_vir):
    """All CIS singlets, sorted in energy, with symmetry, f and electron size."""
    mol = mf.mol
    no, nv = c_occ.shape[1], c_vir.shape[1]
    a_mat = cis_matrix(mf, c_occ, c_vir).reshape(no * nv, no * nv)
    p_occ, p_vir = parities(mol, c_occ), parities(mol, c_vir)
    pair = (p_occ[:, None, :] * p_vir[None, :, :]).reshape(-1, 3)
    dip = np.einsum("xpq,pi,qa->xia", mol.intor("int1e_r"), c_occ, c_vir)
    r2_vir = c_vir.T @ mol.intor("int1e_r2") @ c_vir
    states = []
    for key, label in LABELS.items():
        index = np.where((pair == key).all(axis=1))[0]
        if len(index) == 0:
            continue
        omega, vec = np.linalg.eigh(a_mat[np.ix_(index, index)])
        for k in range(len(omega)):
            x = np.zeros(no * nv)
            x[index] = vec[:, k]
            x = x.reshape(no, nv)
            mu = np.sqrt(2) * np.einsum("xia,ia->x", dip, x)
            states.append(dict(w=omega[k], sym=label, x=x,
                               f=2 / 3 * omega[k] * mu @ mu,
                               r2=np.sum((x @ r2_vir) * x),
                               homo=np.sum(x[-1]**2)))
    return sorted(states, key=lambda s: s["w"])


def lowest(states, label):
    return next(s for s in states if s["sym"] == label)


# Hartree-Fock and CIS in all bases
load = gto.basis.load
extra = load("aug-cc-pvdz", "C") + [[0, [0.015, 1.0]], [1, [0.013, 1.0]]]
s_only = [shell for shell in load("6-31+g*", "C")
          if not (shell[0] == 1 and max(p[0] for p in shell[1:]) < 0.1)]
bases = {"6-31G*": "6-31g*", "cc-pVDZ": "cc-pvdz", "6-31+G*": "6-31+g*",
         "aug-cc-pVDZ": "aug-cc-pvdz",
         "aug+extra": {"C": extra, "H": "aug-cc-pvdz"},
         "6-31G*+s": {"C": s_only, "H": "6-31g*"}}
hf = {name: run_hf(b) for name, b in bases.items()}
cis = {name: spectrum(m, *split(m)) for name, m in hf.items()}
ryd = {name: lowest(s, "B3u") for name, s in cis.items()}
val = {name: lowest(s, "B1u") for name, s in cis.items()}
small, big = hf["6-31G*"], hf["6-31+G*"]
for m in hf.values():
    assert tuple(parities(m.mol, split(m)[0])[-1]) == (-1, 1, 1)

# CIS matrix against the determinant Hamiltonian in a six-orbital window
window = mcscf.CASCI(small, 6, 6)
h1, _ = window.get_h1eff()
h2 = ao2mo.restore(1, window.get_h2eff(), 6)
h_all = fci.direct_spin1.absorb_h1e(h1, h2, 6, (3, 3), 0.5)
ref = np.zeros((20, 20))
ref[0, 0] = 1.0
singles = []
for i in range(3):
    for a in range(3, 6):
        up = fci.addons.cre_a(fci.addons.des_a(ref, 6, (3, 3), i), 6, (2, 3), a)
        dn = fci.addons.cre_b(fci.addons.des_b(ref, 6, (3, 3), i), 6, (3, 2), a)
        singles.append((up + dn) / np.sqrt(2))
h_ref = fci.direct_spin1.contract_2e(h_all, ref, 6, (3, 3))
h_singles = [fci.direct_spin1.contract_2e(h_all, s, 6, (3, 3)) for s in singles]
direct = np.array([[np.sum(s * h) for h in h_singles] for s in singles])
direct -= np.sum(ref * h_ref) * np.eye(9)
formula = cis_matrix(small, *split(small))[5:8, :3, 5:8, :3].reshape(9, 9)
matrix_error = np.abs(direct - formula).max()
brillouin = max(abs(np.sum(s * h_ref)) for s in singles)
assert matrix_error < 1e-6 and brillouin < 1e-4

# Energies and strength against a separate iterative solver
td = tdscf.TDA(big)
td.nstates = 4
td.kernel()
all_w = np.array([s["w"] for s in cis["6-31+G*"]])
assert abs(td.e[0] - all_w[0]) < 1e-5
assert all(np.abs(all_w - e).min() < 1e-4 for e in td.e)
assert abs(td.oscillator_strength()[0] - cis["6-31+G*"][0]["f"]) < 2e-3

# Main claim, number-of-functions control and convergence
w3s = {name: s["w"] * EV for name, s in ryd.items()}
wv = {name: s["w"] * EV for name, s in val.items()}
drop = w3s["6-31G*"] - w3s["6-31+G*"]
drop_v = wv["6-31G*"] - wv["6-31+G*"]
photon = {nm: HC / nm for nm in (193, 157)}
assert drop > 1.0 and w3s["cc-pVDZ"] - w3s["aug-cc-pVDZ"] > 1.0
assert drop > drop_v
assert hf["cc-pVDZ"].mol.nao > big.mol.nao
assert w3s["cc-pVDZ"] > w3s["6-31+G*"] + 0.5
for name in ("6-31+G*", "aug-cc-pVDZ", "aug+extra"):
    assert cis[name][0]["sym"] == "B3u" and w3s[name] < photon[157]
for name in ("6-31G*", "cc-pVDZ"):
    assert w3s[name] > photon[157]
basis_left = w3s["aug-cc-pVDZ"] - w3s["aug+extra"]
assert abs(basis_left) < 0.15
s_fraction = (w3s["6-31G*"] - w3s["6-31G*+s"]) / drop
assert s_fraction > 0.5

# Size ceiling of the compact virtual space, and quantum-defect estimate
c_vir = split(small)[1]
ceiling = np.linalg.eigvalsh(c_vir.T @ small.mol.intor("int1e_r2") @ c_vir)[-1]
wide = ryd["aug+extra"]
assert ceiling < wide["r2"]
limit = -hf["aug+extra"].mo_energy[7]
n_star = np.sqrt(0.5 / (limit - wide["w"]))
r_model = np.sqrt(n_star**2 / 2 * (5 * n_star**2 + 1)) * BOHR
r_wide = np.sqrt(wide["r2"]) * BOHR
assert abs(r_model / r_wide - 1) < 0.20         # core makes the model approximate

# Keep the diffuse reference, cut its virtual space to the compact span
c_occ, c_all_vir = split(big)
s_big, s_small = big.get_ovlp(), small.get_ovlp()
cross = gto.intor_cross("int1e_ovlp", big.mol, small.mol)
embed = np.linalg.solve(s_big, cross)
assert np.allclose(embed.T @ s_big @ embed, s_small, atol=1e-7)
ev, u = np.linalg.eigh(s_small)
ortho = embed @ (u / np.sqrt(ev)) @ u.T
occ_part = c_occ.T @ s_big @ ortho
share, rot = np.linalg.eigh(occ_part.T @ occ_part)
keep = share < 0.5
assert keep.sum() == small.mol.nao - 8
cut = ortho @ rot[:, keep]
cut = (cut - c_occ @ (c_occ.T @ s_big @ cut)) / np.sqrt(1 - share[keep])
cut = cut @ np.linalg.eigh(cut.T @ big.get_fock() @ cut)[1]
assert np.allclose(cut.T @ s_big @ cut, np.eye(cut.shape[1]), atol=1e-7)
cut_states = spectrum(big, c_occ, cut)
w_cut = lowest(cut_states, "B3u")["w"] * EV
assert abs(w_cut - w3s["6-31G*"]) < 0.25 * drop
for label in ("B3u", "B1u"):
    full_w = [s["w"] for s in cis["6-31+G*"] if s["sym"] == label]
    part_w = [s["w"] for s in cut_states if s["sym"] == label]
    assert all(p >= q - 1e-8 for p, q in zip(part_w, full_w))


def eom(mf, targets):
    """EOM-CCSD roots (eV) that follow the given CIS states; 1s cores frozen."""
    solver = cc.CCSD(mf, frozen=2)
    solver.kernel()
    assert solver.converged
    method = eom_rccsd.EOMEESinglet(solver)
    method.conv_tol = 1e-6
    guesses = []
    for state in targets:
        g = np.zeros(method.vector_size())
        part = state["x"][2:].ravel()
        g[:part.size] = part / np.linalg.norm(part)
        guesses.append(g)
    energy, vectors = method.kernel(nroots=len(targets), guess=guesses)
    assert np.all(method.converged)
    overlap = np.abs(np.array([[np.dot(v, g) for v in vectors] for g in guesses]))
    order = overlap.argmax(axis=1)
    assert len(set(order)) == len(targets) and overlap.max(axis=1).min() > 0.5
    return np.real(np.asarray(energy))[order] * EV


eom_small = eom(small, [ryd["6-31G*"], val["6-31G*"]])
eom_big = eom(big, [ryd["6-31+G*"], val["6-31+G*"]])
assert eom_small[0] - eom_big[0] > 1.0

# Other neglected effects: zero-point C=C motion and crowding in a solid
step = 0.02
stretched = run_hf("6-31+g*", R_CC + step)
st = spectrum(stretched, *split(stretched))
slope = [(lowest(st, lab)["w"] * EV - old["6-31+G*"]) / step
         for lab, old in (("B3u", w3s), ("B1u", wv))]
masses = big.mol.atom_mass_list(isotope_avg=True)
wavenumber, density = 1600.0, 1.0               # rough: 1/cm and g/cm3
mu_cc = masses.sum() / 4 * const.atomic_mass
ang_freq = 2 * np.pi * const.c * 100 * wavenumber
sigma = np.sqrt(const.hbar / (2 * mu_cc * ang_freq)) * 1e10
spacing = (masses.sum() / (density * const.N_A) * 1e24)**(1 / 3)
assert r_wide > spacing / 2

print(f"geometry: CC {R_CC} A, CH {R_CH} A, HCH {ANGLE} deg")
for nm, energy in photon.items():
    print(f"photon {nm} nm: {energy:.3f} eV")
print("basis: functions, min C exponent (1/a0^2), 1B3u eV, 1B1u eV")
for name, m in hf.items():
    alpha = min(m.mol.bas_exp(k).min() for k in range(m.mol.nbas)
                if m.mol.bas_atom(k) == 0)
    print(f"{name}: {m.mol.nao}, {alpha:.4f}, {w3s[name]:.3f}, {wv[name]:.3f}")
for name in ("6-31G*", "6-31+G*"):
    print(f"{name} lowest CIS singlets: symmetry, eV, f")
    for s in cis[name][:5]:
        print(f"  1{s['sym']} {s['w'] * EV:.3f} {s['f']:.4f}")
for name in ("6-31G*", "6-31+G*", "aug+extra"):
    s = ryd[name]
    print(f"{name} 1B3u: rms radius {np.sqrt(s['r2']) * BOHR:.2f} A, "
          f"pi weight {s['homo']:.3f}, {HC / w3s[name]:.1f} nm")
print(f"1B3u drop, 6-31G* to 6-31+G*: {drop:.3f} eV")
print(f"1B1u drop, same bases: {drop_v:.3f} eV")
print(f"share of 1B3u drop from diffuse s alone: {s_fraction:.3f}")
print(f"6-31G* virtual-space rms ceiling: {np.sqrt(ceiling) * BOHR:.2f} A")
print(f"CIS ionization limit, aug+extra: {limit * EV:.3f} eV")
print(f"3s binding energy: {(limit - wide['w']) * EV:.3f} eV")
print(f"effective quantum number n*: {n_star:.3f}")
print(f"quantum-defect rms radius: {r_model:.2f} A")
print(f"1B3u, diffuse reference, compact virtuals: {w_cut:.3f} eV")
print(f"HF energy drop from diffuse set: {(small.e_tot - big.e_tot) * EV:.3f} eV")
print(f"CIS matrix vs determinants, max error: {matrix_error * EV:.1e} eV")
print(f"largest ground-single coupling: {brillouin * EV:.1e} eV")
print(f"EOM-CCSD 6-31G*: 1B3u {eom_small[0]:.3f}, 1B1u {eom_small[1]:.3f} eV")
print(f"EOM-CCSD 6-31+G*: 1B3u {eom_big[0]:.3f}, 1B1u {eom_big[1]:.3f} eV")
print(f"EOM minus CIS, 6-31+G*: 1B3u {eom_big[0] - w3s['6-31+G*']:+.3f}, "
      f"1B1u {eom_big[1] - wv['6-31+G*']:+.3f} eV")
print(f"1B3u change from extra diffuse shell: {-basis_left:+.3f} eV")
print(f"rough CC wavenumber {wavenumber:.0f} 1/cm, rms motion {sigma:.3f} A")
print(f"CC slope: 1B3u {slope[0]:.2f}, 1B1u {slope[1]:.2f} eV/A")
print(f"zero-point spread: 1B3u {abs(slope[0]) * sigma:.3f}, "
      f"1B1u {abs(slope[1]) * sigma:.3f} eV")
print(f"rough density {density:.1f} g/cm3, C2H4 unit spacing {spacing:.2f} A")
print("all tests passed")
```

It prints:

```
geometry: CC 1.33 A, CH 1.08 A, HCH 117.0 deg
photon 193 nm: 6.424 eV
photon 157 nm: 7.897 eV
basis: functions, min C exponent (1/a0^2), 1B3u eV, 1B1u eV
6-31G*: 36, 0.1687, 10.181, 8.646
cc-pVDZ: 48, 0.1517, 9.122, 8.425
6-31+G*: 44, 0.0438, 7.757, 7.864
aug-cc-pVDZ: 82, 0.0404, 7.171, 7.768
aug+extra: 90, 0.0130, 7.145, 7.749
6-31G*+s: 38, 0.0438, 7.629, 8.633
6-31G* lowest CIS singlets: symmetry, eV, f
  1B1u 8.646 0.6146
  1B1g 9.700 0.0000
  1B3u 10.181 0.0005
  1B1g 10.282 0.0000
  1B2g 10.494 0.0000
6-31+G* lowest CIS singlets: symmetry, eV, f
  1B3u 7.757 0.1897
  1B1u 7.864 0.5553
  1B1g 8.201 0.0000
  1B2g 8.309 0.0000
  1Ag 9.031 0.0000
6-31G* 1B3u: rms radius 2.10 A, pi weight 0.997, 121.8 nm
6-31+G* 1B3u: rms radius 2.86 A, pi weight 0.999, 159.8 nm
aug+extra 1B3u: rms radius 3.67 A, pi weight 1.000, 173.5 nm
1B3u drop, 6-31G* to 6-31+G*: 2.424 eV
1B1u drop, same bases: 0.782 eV
share of 1B3u drop from diffuse s alone: 1.053
6-31G* virtual-space rms ceiling: 2.62 A
CIS ionization limit, aug+extra: 10.265 eV
3s binding energy: 3.120 eV
effective quantum number n*: 2.088
quantum-defect rms radius: 3.73 A
1B3u, diffuse reference, compact virtuals: 10.270 eV
HF energy drop from diffuse set: 0.115 eV
CIS matrix vs determinants, max error: 7.2e-13 eV
largest ground-single coupling: 9.5e-07 eV
EOM-CCSD 6-31G*: 1B3u 10.171, 1B1u 9.241 eV
EOM-CCSD 6-31+G*: 1B3u 7.829, 1B1u 8.299 eV
EOM minus CIS, 6-31+G*: 1B3u +0.072, 1B1u +0.435 eV
1B3u change from extra diffuse shell: -0.026 eV
rough CC wavenumber 1600 1/cm, rms motion 0.039 A
CC slope: 1B3u -5.60, 1B1u -8.48 eV/A
zero-point spread: 1B3u 0.217, 1B1u 0.328 eV
rough density 1.0 g/cm3, C2H4 unit spacing 3.60 A
all tests passed
```
